# The RPA correlation energy from the adiabatic connection, with two examples, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. The system has $N$ electrons at positions $\mathbf r_i$, kinetic energy operator $\hat T$, a pair interaction $v(\mathbf r,\mathbf r')$ and a local one-body potential $u(\mathbf r)$. The spin-summed density operator and the interaction operator are

$$\hat n(\mathbf r)=\sum_{i=1}^N\delta(\mathbf r-\mathbf r_i),\qquad \hat W=\tfrac12\sum_{i\neq j}v(\mathbf r_i,\mathbf r_j).$$

A function $A(\mathbf r,\mathbf r')$ of two points acts as an operator, $(Af)(\mathbf r)=\int A(\mathbf r,\mathbf r')f(\mathbf r')\,d\mathbf r'$. Products such as $\chi_0v$ are operator products, and $\mathrm{Tr}\,A=\int A(\mathbf r,\mathbf r)\,d\mathbf r$. The symbol $\mathrm{tr}$ is kept for finite matrices. For real functions, $(f|g)=\iint f(\mathbf r)v(\mathbf r,\mathbf r')g(\mathbf r')$. On a lattice, integrals become sums over sites and $\delta(\mathbf r-\mathbf r')$ becomes $\delta_{ij}$.

The adiabatic connection is the family

$$\hat H_\lambda=\hat T+\lambda\hat W+\int u_\lambda(\mathbf r)\,\hat n(\mathbf r)\,d\mathbf r,\qquad 0\le\lambda\le1,$$

in which $u_1$ is the physical potential and $u_\lambda$ is chosen so that the ground state $\Psi_\lambda$ has the physical density $n$ for every $\lambda$. Its energy is $E_\lambda$, and $\langle\cdot\rangle_\lambda$ is the expectation value in $\Psi_\lambda$. At $\lambda=0$ the electrons are independent, $u_0$ is the Kohn–Sham potential and $\Psi_0=\Phi$ is a determinant of orbitals $\varphi_{i\sigma}$ with energies $e_{i\sigma}$. The correlation energy and the coupling integrand are

$$E_c=E_1-\langle\Phi|\hat H_1|\Phi\rangle,\qquad U_c(\lambda)=\langle\hat W\rangle_\lambda-\langle\hat W\rangle_0 .$$

The response function on the imaginary axis is defined by a perturbation that grows exponentially. If $\delta u(\mathbf r)\,e^{\omega t}$ with $\omega>0$ is added to $u_\lambda$, starting from the ground state at $t\to-\infty$, the first-order change of density is $\delta n(\mathbf r)\,e^{\omega t}$ with $\delta n=\chi_\lambda(i\omega)\,\delta u$. The argument is written $i\omega$ because $e^{-izt}=e^{\omega t}$ for $z=i\omega$. With this convention $\chi$ is negative semidefinite, $\int\delta u\,\chi\,\delta u\le0$, as (5) below shows: charge moves away from where the potential is raised, and a constant $\delta u$ leaves the density unchanged. The value at $\omega=0$ is the limit $\omega\to0^+$.

A particle–hole pair $p=(i,a,\sigma)$ consists of an occupied orbital $i$ and an empty orbital $a$ of the same spin. Its energy, its density and the interaction matrix are

$$\Delta_p=e_{a\sigma}-e_{i\sigma},\qquad \rho_p(\mathbf r)=\varphi_{i\sigma}(\mathbf r)\varphi_{a\sigma}(\mathbf r),\qquad K_{pq}=(\rho_p|\rho_q).$$

## Assumptions

(A1) The interaction is real, symmetric and positive semidefinite, $(f|f)\ge0$. The Coulomb interaction satisfies this because $(f|f)=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\tilde f(\mathbf q)|^2$. Where $v(\mathbf r,\mathbf r)$ appears, $v$ is a bounded regularization of $1/|\mathbf r-\mathbf r'|$; the term cancels before the regularization is removed.

(A2) The potential $u_\lambda$ exists for all $\lambda\in[0,1]$, $\Psi_\lambda$ is non-degenerate, and both are differentiable in $\lambda$. The Hamiltonians are real, so all eigenstates and orbitals are chosen real. Without spin–orbit coupling, $\hat H_\lambda$ and $\hat n$ conserve $S_z$, and non-degeneracy is needed only within the sector of fixed $S_z$. For an open shell one may hold both spin densities fixed with a spin-dependent $u_{\lambda\sigma}$; every proof below is unchanged when $\int u_\lambda\hat n$ is read as $\sum_\sigma\int u_{\lambda\sigma}\hat n_\sigma$. The end point $\Phi$, and with it the value of $E_c$, in general differs from that of the path that fixes only the total density.

(A3) The Kohn–Sham system has a gap, $\Delta_p>0$ for all $p$.

(A4) The number $M$ of pairs kept in $\chi_0$ is finite, as on a finite lattice or in a finite orbital basis.

(A5) The random-phase approximation replaces $\chi_\lambda$ by the solution $\chi^{\rm RPA}_\lambda$ of

$$\chi^{\rm RPA}_\lambda=\chi_0+\lambda\,\chi_0\,v\,\chi^{\rm RPA}_\lambda, \tag{1}$$

with $\chi_0$ independent of $\lambda$.

Equation (1) is the time-dependent Hartree response. Independent electrons respond to the applied potential plus the electrostatic potential $\lambda v\,\delta n$ of the induced density. Both carry the factor $e^{\omega t}$, so $\delta n=\chi_0(\delta u+\lambda v\,\delta n)$, and inserting $\delta n=\chi^{\rm RPA}_\lambda\delta u$ for arbitrary $\delta u$ gives (1). The independent electrons move in $u_0$ at every $\lambda$ because the density, and with it the Kohn–Sham potential, is the same along the path. On a finite lattice, where the set of pairs is complete, (A5) is the only approximation; in a finite orbital basis the truncation (A4) of the pairs is a second one.

## Theorem

Under (A1) and (A2), exactly,

$$E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\;\mathrm{Tr}\big[v\,(\chi_\lambda(i\omega)-\chi_0(i\omega))\big]. \tag{2}$$

Under (A1), (A3) and (A4), the value $E_c^{\rm RPA}$ of the right side of (2) with $\chi^{\rm RPA}_\lambda$ in place of $\chi_\lambda$ is finite and equals

$$E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\big[\ln(1-\chi_0(i\omega)v)+\chi_0(i\omega)v\big]\le0. \tag{3}$$

The frequency integral runs over the half line. The integrand depends on $\omega^2$ only, so over the whole line the prefactor is $1/4\pi$.

## Lemmas

### Lemma 1 (coupling integral)

$E_c=\int_0^1U_c(\lambda)\,d\lambda$.

*Proof.* Differentiate $E_\lambda=\langle\Psi_\lambda|\hat H_\lambda|\Psi_\lambda\rangle$, with a dot for $d/d\lambda$. The two terms in which the state is differentiated give $2E_\lambda\langle\dot\Psi_\lambda|\Psi_\lambda\rangle=E_\lambda\,\frac{d}{d\lambda}\langle\Psi_\lambda|\Psi_\lambda\rangle=0$, because $\Psi_\lambda$ is a real normalized eigenstate. The remaining term is

$$\dot E_\lambda=\langle\hat W\rangle_\lambda+\int\dot u_\lambda\,n\,d\mathbf r .$$

Since $n$ does not depend on $\lambda$, the last term is a total derivative, and

$$E_1=E_0+\int_0^1\langle\hat W\rangle_\lambda\,d\lambda+\int(u_1-u_0)\,n .$$

The determinant has density $n$, so with $T_s=\langle\Phi|\hat T|\Phi\rangle$ one has $E_0=T_s+\int u_0n$ and $\langle\Phi|\hat H_1|\Phi\rangle=T_s+\langle\hat W\rangle_0+\int u_1n$. The first relation gives $E_1=T_s+\int_0^1\langle\hat W\rangle_\lambda d\lambda+\int u_1n$. Subtracting the second leaves $\int_0^1\langle\hat W\rangle_\lambda d\lambda-\langle\hat W\rangle_0$, and the constant $\langle\hat W\rangle_0$ may be put under the integral over an interval of unit length. $\square$

### Lemma 2 (interaction energy from density fluctuations)

With $\delta\hat n=\hat n-n$,

$$\langle\hat W\rangle_\lambda=\tfrac12(n|n)-\tfrac12\int v(\mathbf r,\mathbf r)\,n(\mathbf r)\,d\mathbf r+\tfrac12\iint v(\mathbf r,\mathbf r')\,\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda. \tag{4}$$

*Proof.* The product $\hat n(\mathbf r)\hat n(\mathbf r')=\sum_{i,j}\delta(\mathbf r-\mathbf r_i)\delta(\mathbf r'-\mathbf r_j)$ splits into the terms $i\ne j$ and the terms $i=j$, and the latter sum to $\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)$. Multiplying by $\tfrac12v$ and integrating, the terms $i\neq j$ give $\hat W$, so

$$\hat W=\tfrac12\iint v\,\hat n(\mathbf r)\hat n(\mathbf r')-\tfrac12\int v(\mathbf r,\mathbf r)\hat n(\mathbf r).$$

Put $\hat n=n+\delta\hat n$. The cross terms vanish in the expectation value because $\langle\delta\hat n\rangle_\lambda=0$, which leaves $\langle\hat n\hat n'\rangle=nn'+\langle\delta\hat n\,\delta\hat n'\rangle$. $\square$

The first two terms of (4), the Hartree energy and the self term, depend on $n$ alone. They cancel in $U_c$ because the path holds $n$ fixed.

### Lemma 3 (spectral form and fluctuation–dissipation relation)

Let $|m\rangle$ be the excited states of $\hat H_\lambda$ with excitation energies $\Omega_m>0$ and transition densities $\rho_m(\mathbf r)=\langle\Psi_\lambda|\hat n(\mathbf r)|m\rangle$. Then

$$\chi_\lambda(\mathbf r,\mathbf r';i\omega)=-\sum_m\frac{2\Omega_m}{\Omega_m^2+\omega^2}\,\rho_m(\mathbf r)\rho_m(\mathbf r'), \tag{5}$$

$$\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda=-\frac1\pi\int_0^\infty\chi_\lambda(\mathbf r,\mathbf r';i\omega)\,d\omega. \tag{6}$$

At $\lambda=0$,

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-\sum_pg_p^2\,\rho_p(\mathbf r)\rho_p(\mathbf r'),\qquad g_p^2=\frac{2\Delta_p}{\Delta_p^2+\omega^2}. \tag{7}$$

*Proof.* Write the perturbed state as $e^{-iE_\lambda t}\big[(1+c_0)|\Psi_\lambda\rangle+\sum_mc_m|m\rangle\big]$. To first order the Schrödinger equation projected on $|m\rangle$ is

$$i\,\frac{dc_m}{dt}=\Omega_mc_m+e^{\omega t}\,b_m,\qquad b_m=\int\rho_m\,\delta u .$$

The solution that vanishes at $t\to-\infty$ is $c_m=a_me^{\omega t}$ with $i\omega a_m=\Omega_ma_m+b_m$, that is $a_m=b_m/(i\omega-\Omega_m)$. The projection on the ground state is $i\,dc_0/dt=e^{\omega t}\int n\,\delta u$, so $c_0$ is imaginary, $c_0+c_0^*=0$, and it does not change the density. The density change is therefore $\sum_m(c_m+c_m^*)\rho_m$. Since

$$\frac1{i\omega-\Omega}+\frac1{-i\omega-\Omega}=\frac{-2\Omega}{\Omega^2+\omega^2},$$

equation (5) follows. Next, $\int_0^\infty\frac{2\Omega\,d\omega}{\Omega^2+\omega^2}=2\arctan(\omega/\Omega)\big|_0^\infty=\pi$ for every $\Omega>0$, so the right side of (6) is $\sum_m\rho_m(\mathbf r)\rho_m(\mathbf r')$. On the left side insert the complete set of eigenstates between the two operators. The ground-state term vanishes, and for excited states $\langle\Psi_\lambda|\delta\hat n|m\rangle=\rho_m$ by orthogonality, which gives the same sum. At $\lambda=0$ the eigenstates are determinants. The operator $\hat n$ is a spin-independent one-body operator, so it connects $\Phi$ only to determinants with one orbital replaced by another of the same spin. For these $\Omega_m=\Delta_p$ and $\rho_m=\pm\rho_p$, and the sign drops out of (5). $\square$

Each spin channel contributes its own pairs to (7). For a closed shell this doubles every spatial pair.

### Lemma 4 (spectrum of $\chi_0v$)

Fix $\omega\ge0$ and define the symmetric $M\times M$ matrix $S_{pq}=g_pK_{pq}g_q$, with eigenvalues $\varepsilon_k(\omega)$. Then $\varepsilon_k\ge0$, the operator $\chi_0v$ is diagonalizable with eigenvalues $-\varepsilon_k$ and $0$, and for every function $F$ with $F(0)=0$,

$$\mathrm{Tr}\,F(\chi_0v)=\sum_kF(-\varepsilon_k). \tag{8}$$

*Proof.* Let $o_k$ be orthonormal eigenvectors of $S$, and define functions $\beta_k(\mathbf r)=\sum_p\rho_p(\mathbf r)\,g_p\,o_{k,p}$. Then

$$(\beta_k|\beta_l)=\sum_{pq}o_{k,p}\,g_pK_{pq}g_q\,o_{l,q}=\varepsilon_k\delta_{kl},$$

and $\varepsilon_k=(\beta_k|\beta_k)\ge0$ by (A1). Completeness, $\sum_ko_{k,p}o_{k,q}=\delta_{pq}$, turns (7) into $\chi_0=-\sum_k\beta_k(\mathbf r)\beta_k(\mathbf r')$, so $\chi_0vf=-\sum_k\beta_k(\beta_k|f)$ for any $f$. If $\varepsilon_k=0$, the Cauchy–Schwarz inequality for the semidefinite form gives $(\beta_k|f)^2\le(\beta_k|\beta_k)(f|f)=0$, so only the modes with $\varepsilon_k>0$ enter this sum. For these, $\chi_0v\beta_l=-\varepsilon_l\beta_l$, and they are linearly independent because they are orthogonal in the form $(\cdot|\cdot)$ with non-zero norms. Any $f$ can be written

$$f=\sum_{\varepsilon_k>0}\beta_k\frac{(\beta_k|f)}{\varepsilon_k}+f_0 .$$

Taking $(\beta_l|\cdot)$ of both sides gives $(\beta_l|f_0)=0$, hence $\chi_0vf_0=0$. Every function is thus a sum of eigenfunctions. The operator $F(\chi_0v)$ multiplies $\beta_k$ by $F(-\varepsilon_k)$ and annihilates $f_0$. It has finite rank, and its trace is the sum of its eigenvalues on the span of the $\beta_k$. Modes with $\varepsilon_k=0$ add $F(0)=0$. $\square$

The operator $1-\lambda\chi_0v$ has eigenvalues $1+\lambda\varepsilon_k\ge1$ and $1$. It is invertible on the whole path, and $\ln(1-\chi_0v)$ is the operator $F(\chi_0v)$ with the real function $F(x)=\ln(1-x)$. Nothing has been assumed about the commutator of $\chi_0$ and $v$, which is in general not zero in an inhomogeneous system (it is non-zero in Example 1; it vanishes, for instance, for a contact interaction $v=U\delta$).

### Lemma 5 (RPA integrand)

Equation (1) has the unique solution $\chi^{\rm RPA}_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$, and

$$U_c^{\rm RPA}(\lambda)\equiv-\frac1{2\pi}\int_0^\infty\!d\omega\,\mathrm{Tr}\big[v(\chi^{\rm RPA}_\lambda-\chi_0)\big]=-\frac1{2\pi}\int_0^\infty\!d\omega\sum_k\frac{\lambda\varepsilon_k^2}{1+\lambda\varepsilon_k}. \tag{9}$$

*Proof.* Equation (1) reads $(1-\lambda\chi_0v)\chi^{\rm RPA}_\lambda=\chi_0$, and the operator on the left is invertible. By the cyclic property of the trace for finite-rank operators, $\mathrm{Tr}[v\chi^{\rm RPA}_\lambda]=\mathrm{Tr}[(1-\lambda\chi_0v)^{-1}\chi_0v]$. This is (8) with $F(x)=x/(1-\lambda x)$, which gives $-\sum_k\varepsilon_k/(1+\lambda\varepsilon_k)$; at $\lambda=0$ it is $\mathrm{Tr}[\chi_0v]=-\sum_k\varepsilon_k$. Therefore

$$-\mathrm{Tr}\big[v(\chi^{\rm RPA}_\lambda-\chi_0)\big]=\sum_k\Big[\frac{\varepsilon_k}{1+\lambda\varepsilon_k}-\varepsilon_k\Big]=\sum_k\frac{\varepsilon_k-\varepsilon_k-\lambda\varepsilon_k^2}{1+\lambda\varepsilon_k}. \qquad\square$$

The factor $1+\lambda\varepsilon_k$ is the RPA dielectric eigenvalue of mode $k$: the contribution $\varepsilon_k\,d\omega/2\pi$ of the mode to the fluctuation energy of the independent electrons is divided by it, and $U_c^{\rm RPA}$ collects the reduction.

### Lemma 6 (second-order term)

$$E_2\equiv-\frac1{4\pi}\int_0^\infty\!d\omega\sum_k\varepsilon_k^2=-\frac12\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q}. \tag{10}$$

*Proof.* $\sum_k\varepsilon_k^2=\mathrm{tr}\,S^2=\sum_{pq}g_p^2g_q^2K_{pq}^2$. For $a\ne b$, both positive,

$$\frac1{(a^2+\omega^2)(b^2+\omega^2)}=\frac1{b^2-a^2}\Big[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\Big],$$

whose integral over the half line is $\frac{\pi}{2}\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)}$; the case $a=b$ follows by continuity. Hence $\int_0^\infty g_p^2g_q^2\,d\omega=4\Delta_p\Delta_q\cdot\frac{\pi}{2\Delta_p\Delta_q(\Delta_p+\Delta_q)}=\frac{2\pi}{\Delta_p+\Delta_q}$, and multiplication by $-1/4\pi$ gives (10). $\square$

By (A3) and (A4), $E_2$ is finite. It has the form of the direct term of second-order perturbation theory, evaluated with Kohn–Sham orbitals and energies.

The six lemmas give the coupling integral, the link between density fluctuations and response, the spectrum of $\chi_0v$, the RPA integrand and the finite second-order term. It remains to combine them into a proof of (2) and (3), and to examine and evaluate the result in two examples.
